# The Liechtenstein DFT+U functional and its orbital potential from Hartree-Fock theory: a numerical check

```python
"""Result under test: for a Slater determinant with collinear spin, the on-site
Coulomb energy of a d shell is
 E = 1/2 sum <ab|V|cd> [n_ca n_db - sum_s n^s_da n^s_cb],
and dE = sum_s Tr(V^s dn^s) with
 V^s_ac = sum_bd [<ab|V|cd> n_db - <ab|V|dc> n^s_db].
Here n^s_ac = <c+_cs c_as>, n = n^up + n^down, and <ab|V|cd> has electron 1
in a,c and electron 2 in b,d. U, J are the averaged Coulomb and exchange
parameters; F0, F2, F4 are Slater integrals. Energies of the model are in eV.
Real d orbitals are ordered xy, yz, z2, xz, x2-y2.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from sympy.physics.wigner import gaunt
from pyscf import gto

rng = np.random.default_rng(7)
names = ["xy", "yz", "z2", "xz", "x2-y2"]
identity = np.eye(5)


def angular_tensors():
    """Angular factors of F0, F2, F4 in the real d basis."""
    to_real = np.zeros((5, 5), complex)
    to_real[2, 2] = 1
    for m in (1, 2):
        sign = (-1) ** m
        to_real[2 - m, 2 + m] = 1 / np.sqrt(2)
        to_real[2 + m, 2 + m] = sign / np.sqrt(2)
        to_real[2 - m, 2 - m] = 1j / np.sqrt(2)
        to_real[2 + m, 2 - m] = -1j * sign / np.sqrt(2)
    result = []
    for k in (0, 2, 4):
        tensor = np.zeros((5, 5, 5, 5))
        for q in range(-k, k + 1):
            element = np.zeros((5, 5))
            for a in range(-2, 3):
                c = a - q
                if abs(c) <= 2:
                    value = float(gaunt(2, k, 2, -a, q, c))
                    element[a + 2, c + 2] = (-1) ** a * value
            tensor += 4 * np.pi / (2 * k + 1) * np.einsum(
                'ac,db->abcd', element, element)
        real = np.einsum('abcd,ai,bj,ck,dl->ijkl', tensor, to_real.conj(),
                         to_real.conj(), to_real, to_real, optimize=True)
        assert np.max(abs(real.imag)) < 1e-12
        result.append(real.real)
    return result


def energy_ee(tensor, n_up, n_dn):
    total = n_up + n_dn
    value = np.einsum('abcd,ca,db->', tensor, total, total)
    for n in (n_up, n_dn):
        value = value - np.einsum('abcd,da,cb->', tensor, n, n)
    return 0.5 * np.real(value)


def potential_ee(tensor, n_same, n_total):
    return (np.einsum('abcd,db->ac', tensor, n_total)
            - np.einsum('abdc,db->ac', tensor, n_same))


def energy_dc(U, J, N_up, N_dn):
    N = N_up + N_dn
    return (U * N * (N - 1) / 2
            - J * (N_up * (N_up - 1) + N_dn * (N_dn - 1)) / 2)


angular = angular_tensors()

# Tensor expansion against analytic Coulomb integrals of a Gaussian d shell.
mol = gto.M(atom='H 0 0 0', basis={'H': [[2, [1.0, 1.0]]]}, spin=1, verbose=0)
reference = mol.intor('int2e_sph').reshape(5, 5, 5, 5).transpose(0, 2, 1, 3)
node, weight = np.polynomial.legendre.leggauss(100)
r, wr = 4 * (node + 1), 4 * weight
t, wt = (node + 1) / 2, weight / 2
norm = np.sum(wr * r**6 * np.exp(-2 * r**2))


def radial_density(s):
    return s**6 * np.exp(-2 * s**2) / norm


slater = [2 * np.sum(wr[:, None] * wt * radial_density(r)[:, None]
                     * t**k * radial_density(r[:, None] * t))
          for k in (0, 2, 4)]
gaussian_tensor = sum(F * A for F, A in zip(slater, angular))
tensor_error = np.max(abs(gaussian_tensor - reference))
assert tensor_error < 1e-9

# Model parameters and tensor.
U, J, ratio = 6.0, 1.0, 0.625
F2 = 14 * J / (1 + ratio)
F4 = ratio * F2
T = U * angular[0] + F2 * angular[1] + F4 * angular[2]

# Averages over the shell.
direct_sum = np.einsum('abcb->ac', T)
exchange_sum = np.einsum('abbc->ac', T)
assert np.allclose(direct_sum, 5 * U * identity, atol=1e-11)
assert np.allclose(exchange_sum, (U + 4 * J) * identity, atol=1e-11)

# Explicit many-electron state: 5 shell + 2 bath orbitals for each spin.
n_space, n_modes = 7, 14
labels = np.arange(2**n_modes)


def annihilate(mode, state):
    source = labels[(labels >> mode) & 1 == 1]
    parity = np.zeros(len(source), int)
    for lower in range(mode):
        parity += (source >> lower) & 1
    out = np.zeros_like(state)
    out[source ^ (1 << mode)] = (1 - 2 * (parity % 2)) * state[source]
    return out


def random_orbitals(count):
    raw = rng.normal(size=(n_space, count)) + 1j * rng.normal(
        size=(n_space, count))
    return np.linalg.qr(raw)[0]


def determinant(up, dn):
    count = up.shape[1] + dn.shape[1]
    orbitals = np.zeros((n_modes, count), complex)
    orbitals[:n_space, :up.shape[1]] = up
    orbitals[n_space:, up.shape[1]:] = dn
    sets = np.array(list(combinations(range(n_modes), count)))
    state = np.zeros(2**n_modes, complex)
    state[np.sum(1 << sets, axis=1)] = np.linalg.det(orbitals[sets])
    return state


def measure(state):
    """Shell occupations and Coulomb energy directly from the wave function."""
    single = [[annihilate(s * n_space + a, state) for a in range(5)]
              for s in (0, 1)]
    occupations = []
    for s in (0, 1):
        vectors = np.array(single[s])
        occupations.append((vectors.conj() @ vectors.T).T)
    energy = 0
    for s in (0, 1):
        for s2 in (0, 1):
            pairs = np.array([annihilate(s2 * n_space + d, single[s][c])
                              for c in range(5) for d in range(5)])
            gram = pairs.conj() @ pairs.T
            energy += 0.5 * np.sum(T.reshape(25, 25) * gram)
    return occupations[0], occupations[1], energy.real


up, dn = random_orbitals(3), random_orbitals(2)
state = determinant(up, dn)
assert abs(np.vdot(state, state) - 1) < 1e-11
det_up, det_dn, det_exact = measure(state)
assert np.allclose(det_up, up[:5] @ up[:5].conj().T, atol=1e-11)
idempotency_gap = np.trace(det_up - det_up @ det_up).real
assert idempotency_gap > 0.01
det_formula = energy_ee(T, det_up, det_dn)
assert abs(det_exact - det_formula) < 1e-9

# A superposition of two determinants is outside the range of the formula.
mixed = state + determinant(random_orbitals(3), random_orbitals(2))
mixed /= np.linalg.norm(mixed)
mix_up, mix_dn, mix_exact = measure(mixed)
mix_formula = energy_ee(T, mix_up, mix_dn)
assert abs(mix_exact - mix_formula) > 0.01

# One electron does not interact with itself.
orbital = rng.normal(size=5) + 1j * rng.normal(size=5)
orbital /= np.linalg.norm(orbital)
assert abs(energy_ee(T, np.outer(orbital, orbital.conj()), 0 * identity)) < 1e-11

# Double counting against the average over all basis determinants.
for N_up in range(6):
    for N_dn in range(6):
        energies = []
        for set_up in combinations(range(5), N_up):
            for set_dn in combinations(range(5), N_dn):
                d_up, d_dn = np.zeros(5), np.zeros(5)
                d_up[list(set_up)] = 1
                d_dn[list(set_dn)] = 1
                energies.append(energy_ee(T, np.diag(d_up), np.diag(d_dn)))
        assert abs(np.mean(energies) - energy_dc(U, J, N_up, N_dn)) < 1e-9


def energy_U(n_up, n_dn):
    return energy_ee(T, n_up, n_dn) - energy_dc(
        U, J, np.trace(n_up).real, np.trace(n_dn).real)


def potential_U(n_same, n_other):
    N_same = np.trace(n_same).real
    N = N_same + np.trace(n_other).real
    shift = U * (N - 0.5) - J * (N_same - 0.5)
    return potential_ee(T, n_same, n_same + n_other) - shift * identity


# Matrix derivative against finite differences along Hermitian directions.
V_up, V_dn = potential_U(det_up, det_dn), potential_U(det_dn, det_up)
for trial in range(5):
    raw = rng.normal(size=(2, 5, 5)) + 1j * rng.normal(size=(2, 5, 5))
    step_up, step_dn = raw + raw.conj().transpose(0, 2, 1)
    h = 1e-3
    numeric = (energy_U(det_up + h * step_up, det_dn + h * step_dn)
               - energy_U(det_up - h * step_up, det_dn - h * step_dn)) / (2 * h)
    analytic = np.trace(V_up @ step_up + V_dn @ step_dn).real
    assert abs(numeric - analytic) < 1e-7

# Orbital derivative: the potential acts through the shell projections.
change = rng.normal(size=up.shape) + 1j * rng.normal(size=up.shape)


def energy_of_orbitals(h):
    shell = (up + h * change)[:5]
    return energy_U(shell @ shell.conj().T, det_dn)


numeric = (energy_of_orbitals(1e-4) - energy_of_orbitals(-1e-4)) / 2e-4
analytic = 2 * np.trace(change[:5].conj().T @ V_up @ up[:5]).real
assert abs(numeric - analytic) < 1e-4  # cubic remainder of the difference
half_trace = 0.5 * np.trace(
    potential_ee(T, det_up, det_up + det_dn) @ det_up
    + potential_ee(T, det_dn, det_up + det_dn) @ det_dn).real
assert abs(half_trace - det_exact) < 1e-9

# Limit without anisotropy: J = 0 and F2 = F4 = 0.
N_up, N_dn = np.trace(det_up).real, np.trace(det_dn).real
isotropic = (energy_ee(U * angular[0], det_up, det_dn)
             - energy_dc(U, 0, N_up, N_dn))
penalty = U / 2 * sum(np.trace(n - n @ n).real for n in (det_up, det_dn))
assert abs(isotropic - penalty) < 1e-10

# Worked example: full up shell, one down electron in the yz, xz pair.
x = 0.3j
n_up = identity.astype(complex)
n_dn = np.zeros((5, 5), complex)
n_dn[1, 1] = n_dn[3, 3] = 0.5
n_dn[3, 1], n_dn[1, 3] = x, np.conj(x)
pair_direct, pair_exchange = T[1, 3, 1, 3], T[1, 3, 3, 1]
W = pair_direct - pair_exchange
E_ee = energy_ee(T, n_up, n_dn)
E_dc = energy_dc(U, J, 5, 1)
E_corr = energy_U(n_up, n_dn)
assert abs(E_corr - W * (0.25 - abs(x)**2)) < 1e-10
E_diagonal = energy_U(n_up, np.diag(np.diag(n_dn)))
assert abs(E_diagonal - W / 4) < 1e-10
E_simple = (U - J) / 2 * np.trace(n_dn - n_dn @ n_dn).real
example_up = potential_U(n_up, n_dn)
example_dn = potential_U(n_dn, n_up)
block = example_dn[np.ix_([1, 3], [1, 3])]
small = n_dn[np.ix_([1, 3], [1, 3])]
adjugate = np.linalg.det(small) * np.linalg.inv(small)
assert np.allclose(block, W * adjugate - (U - J) / 2 * np.eye(2), atol=1e-10)
levels = np.linalg.eigvalsh(example_dn)
pair_levels = np.linalg.eigvalsh(block)
band_sum = np.trace(example_up @ n_up + example_dn @ n_dn).real

# Spatial rotation of the occupations with the Coulomb tensor held fixed.
forms = np.zeros((5, 3, 3))
for index, (i, j) in ((0, (0, 1)), (1, (1, 2)), (3, (0, 2))):
    forms[index, i, j] = forms[index, j, i] = 1 / np.sqrt(2)
forms[2] = np.diag([-1, -1, 2]) / np.sqrt(6)
forms[4] = np.diag([1, -1, 0]) / np.sqrt(2)


def rotation_d(R):
    return np.einsum('aij,jk,bkl,il->ab', forms, R, forms, R)


R_random = np.linalg.qr(rng.normal(size=(3, 3)))[0]
R_random *= np.linalg.det(R_random)
D = rotation_d(R_random)
assert np.allclose(D @ D.T, identity, atol=1e-11)
assert abs(energy_ee(T, D @ det_up @ D.T, D @ det_dn @ D.T) - det_exact) < 1e-9
angle_deg = 45.0
co, si = np.cos(np.radians(angle_deg)), np.sin(np.radians(angle_deg))
D = rotation_d(np.array([[1, 0, 0], [0, co, -si], [0, si, co]]))
rotated = D @ n_dn @ D.T
E_rotated = energy_U(n_up, rotated)
E_rotated_diagonal = energy_U(n_up, np.diag(np.diag(rotated)))
assert abs(E_rotated - E_corr) < 1e-10
assert abs(E_rotated_diagonal - E_diagonal) > 0.01
swap = identity[[0, 1, 3, 2, 4]]
E_swapped = energy_U(n_up, swap @ n_dn @ swap.T)
assert abs(E_swapped - E_corr) > 0.01

hartree = physical_constants['Hartree energy in eV'][0]
print(f"Gaussian test, largest tensor error: {tensor_error:.1e} hartree")
print(f"U = {U:.3f} eV, J = {J:.3f} eV, F4/F2 = {ratio:.3f}")
print(f"F0 = {U:.4f} eV, F2 = {F2:.4f} eV, F4 = {F4:.4f} eV")
print(f"Direct shell sum: {direct_sum[0, 0]:.4f} eV")
print(f"Exchange shell sum: {exchange_sum[0, 0]:.4f} eV")
print(f"Determinant test, shell electrons up, down: {N_up:.4f}, {N_dn:.4f}")
print(f"Determinant test, Tr(n-nn) up: {idempotency_gap:.4f}")
print(f"Determinant, energy from wave function: {det_exact:.6f} eV")
print(f"Determinant, energy from functional: {det_formula:.6f} eV")
print(f"Superposition, energy from wave function: {mix_exact:.6f} eV")
print(f"Superposition, energy from functional: {mix_formula:.6f} eV")
print(f"Example coherence n(xz,yz): {x.real:.1f} {x.imag:+.1f}i")
print("Example down occupation eigenvalues:",
      np.array2string(np.linalg.eigvalsh(small), precision=4))
print(f"Pair direct integral yz,xz: {pair_direct:.4f} eV")
print(f"Pair exchange integral yz,xz: {pair_exchange:.4f} eV")
print(f"Pair element W: {W:.4f} eV")
print(f"Example E_ee: {E_ee:.4f} eV")
print(f"Example E_dc: {E_dc:.4f} eV")
print(f"Example E_U: {E_corr:.4f} eV = {E_corr / hartree:.6f} hartree")
print(f"E_U without coherence: {E_diagonal:.4f} eV")
print(f"Simplified (U-J)/2 Tr(n-nn): {E_simple:.4f} eV")
for i, name in enumerate(names):
    print(f"V_U diagonal {name}: up {example_up[i, i].real:.4f} eV,"
          f" down {example_dn[i, i].real:.4f} eV")
for i in range(5):
    for j in range(i):
        value = example_dn[i, j]
        if abs(value) > 1e-9:
            print(f"V_U down ({names[i]},{names[j]}):"
                  f" {value.real + 0.0:.4f} {value.imag:+.4f}i eV")
print("V_U down, yz-xz block eigenvalues (eV):",
      np.array2string(pair_levels, precision=4))
print("V_U down, all eigenvalues (eV):", np.array2string(levels, precision=4))
print(f"Sum of Tr(V_U n): {band_sum:.4f} eV")
print(f"Band-sum correction E_U - Tr(V_U n): {E_corr - band_sum:.4f} eV")
print(f"Rotation about x: {angle_deg:.1f} degrees")
print(f"E_U after rotation: {E_rotated:.4f} eV")
print(f"Diagonal-only E_U after rotation: {E_rotated_diagonal:.4f} eV")
print(f"E_U after swapping z2 and xz, not a rotation: {E_swapped:.4f} eV")
print("verified")
```

It prints:

```
Gaussian test, largest tensor error: 1.0e-15 hartree
U = 6.000 eV, J = 1.000 eV, F4/F2 = 0.625
F0 = 6.0000 eV, F2 = 8.6154 eV, F4 = 5.3846 eV
Direct shell sum: 30.0000 eV
Exchange shell sum: 10.0000 eV
Determinant test, shell electrons up, down: 1.9466, 1.3801
Determinant test, Tr(n-nn) up: 0.4411
Determinant, energy from wave function: 23.795668 eV
Determinant, energy from functional: 23.795668 eV
Superposition, energy from wave function: 28.383882 eV
Superposition, energy from functional: 30.223710 eV
Example coherence n(xz,yz): 0.0 +0.3i
Example down occupation eigenvalues: [0.2 0.8]
Pair direct integral yz,xz: 5.5995 eV
Pair exchange integral yz,xz: 0.7717 eV
Pair element W: 4.8278 eV
Example E_ee: 80.7725 eV
Example E_dc: 80.0000 eV
Example E_U: 0.7725 eV = 0.028387 hartree
E_U without coherence: 1.2070 eV
Simplified (U-J)/2 Tr(n-nn): 0.8000 eV
V_U diagonal xy: up -2.9005 eV, down 2.3278 eV
V_U diagonal yz: up -2.1288 eV, down -0.0861 eV
V_U diagonal z2: up -2.4414 eV, down 3.0165 eV
V_U diagonal xz: up -2.1288 eV, down -0.0861 eV
V_U diagonal x2-y2: up -2.9005 eV, down 2.3278 eV
V_U down (xz,yz): 0.0000 -1.4484i eV
V_U down (x2-y2,xy): 0.0000 -0.2066i eV
V_U down, yz-xz block eigenvalues (eV): [-1.5344  1.3623]
V_U down, all eigenvalues (eV): [-1.5344  1.3623  2.1212  2.5344  3.0165]
Sum of Tr(V_U n): -13.4551 eV
Band-sum correction E_U - Tr(V_U n): 14.2275 eV
Rotation about x: 45.0 degrees
E_U after rotation: 0.7725 eV
Diagonal-only E_U after rotation: 1.7834 eV
E_U after swapping z2 and xz, not a rotation: 0.8826 eV
verified
```
